# When a Plane-Wave Total Energy Rises with the Cutoff: a program that tests the result

```python
"""Plane-wave energies fall with cutoff for nested bases at a FIXED functional.
They can rise when a grid or a density cutoff changes together with the basis.

Hartree atomic units; periodic cell of length L = 2 pi bohr, so G is an integer.
m: largest G in the orbital basis (cutoff m^2/2); N: number of grid points;
M: largest G kept in the density. Three models are tested:
  1. a Gaussian well with exact or grid-sampled matrix elements,
  2. an odd orbital with the local energy -C * integral of n^(4/3),
  3. a two-electron orbital with an augmentation charge Q and overlap
     S = 1 + q |beta><beta|, with a repulsion w(G) = g/G^2 for G != 0.
"""
import numpy as np
import mpmath
from scipy.constants import physical_constants
from scipy.linalg import eigh, toeplitz
from scipy.optimize import minimize

L = 2 * np.pi
HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]


def minimum(energy_gradient, metric, start, scale):
    """Minimize the energy over vectors c with c.metric.c = 1."""
    def normalized(y):
        a = scale * y
        norm = np.sqrt(a @ metric @ a)
        return a / norm, norm

    def objective(y):
        c, norm = normalized(y)
        energy, grad = energy_gradient(c)
        return energy, scale * (grad - (c @ grad) * (metric @ c)) / norm

    result = minimize(objective, start / scale, jac=True, method="BFGS",
                      options={"gtol": 1e-9, "maxiter": 3000})
    assert np.max(np.abs(result.jac)) < 1e-6
    return result.fun, normalized(result.x)[0]


# ---------- Model 1: aliasing of a sampled potential ----------
DEPTH, WIDTH = 20.0, 0.3


def exact_coefficient(d):
    return (-DEPTH * WIDTH * np.sqrt(2 * np.pi) / L
            * np.exp(-0.5 * (d * WIDTH) ** 2))


def sampled_coefficient(d, N):
    x = L * np.arange(N) / N
    V = sum(-DEPTH * np.exp(-0.5 * ((x - k * L) / WIDTH) ** 2)
            for k in range(-1, 3))
    return np.array([np.mean(V * np.cos(q * x)) for q in np.atleast_1d(d)])


def ground_energy(m, coefficients):
    p = np.arange(-m, m + 1)
    return np.linalg.eigvalsh(np.diag(0.5 * p**2) + toeplitz(coefficients))[0]


def differences(m):
    return np.arange(2 * m + 1)


for d in range(8):
    folded = sum(exact_coefficient(d + 11 * k) for k in range(-20, 21))
    assert abs(folded - sampled_coefficient(d, 11)[0]) < 1e-11

# A potential limited to |G| <= 2m is exact on 4m+1 points, not on 4m points.
G_limited = np.arange(-6, 7)
limited_element = {}
for N in (12, 13):
    x = L * np.arange(N) / N
    V = np.cos(np.outer(x, G_limited)) @ exact_coefficient(G_limited)
    limited_element[N] = np.mean(V * np.cos(6 * x))
assert abs(limited_element[13] - exact_coefficient(6)) < 1e-12
assert abs(limited_element[12] - exact_coefficient(6)) > 0.1

sizes1 = range(6)
well_exact = [ground_energy(m, exact_coefficient(differences(m))) for m in sizes1]
well_fixed = [ground_energy(m, sampled_coefficient(differences(m), 11))
              for m in sizes1]
well_tied = [ground_energy(m, sampled_coefficient(differences(m), 2 * m + 1))
             for m in sizes1]
well_limit = ground_energy(30, exact_coefficient(differences(30)))
tied_limit = ground_energy(30, sampled_coefficient(differences(30), 61))
assert np.all(np.diff(well_exact) < 0) and well_exact[-1] > well_limit
assert np.all(np.diff(well_fixed) < 0) and well_fixed[-1] < well_limit
assert np.all(np.diff(well_tied) > 0) and max(well_tied) < well_limit
assert abs(tied_limit - well_limit) < 1e-9
for m in sizes1:
    assert well_tied[m] <= -DEPTH + m * (m + 1) / 6 + 1e-9

print("MODEL 1: well depth %.1f hartree, width %.1f bohr" % (DEPTH, WIDTH))
print("m | energy/hartree: exact, fixed N=11, tied N=2m+1")
for m in sizes1:
    print("%d %11.5f %11.5f %11.5f"
          % (m, well_exact[m], well_fixed[m], well_tied[m]))
print("converged energy: %.5f hartree" % well_limit)

# ---------- Model 2: quadrature of a local functional ----------
C_LOCAL = 0.5


def odd_orbital(m, N, shift=0.0, start=None):
    """Orbital built from sin(x), sin(3x), ..., sin(mx)."""
    k = np.arange(1, m + 1, 2)
    x = L * (np.arange(N) + shift) / N
    basis = np.sin(np.outer(x, k)) / np.sqrt(np.pi)

    def energy_gradient(c):
        psi = basis @ c
        size = np.abs(psi)
        energy = (0.5 * np.sum(k**2 * c**2)
                  - C_LOCAL * L / N * np.sum(size ** (8 / 3)))
        grad = k**2 * c - C_LOCAL * L / N * (8 / 3) * (
            basis.T @ (size ** (5 / 3) * np.sign(psi)))
        return energy, grad

    if start is None:
        start = np.eye(len(k))[0]
    return minimum(energy_gradient, np.eye(len(k)), start,
                   1 / np.sqrt(1 + 0.5 * k**2))


sizes2 = [3, 5, 7, 9, 11]
zeta_node = float(mpmath.zeta(-mpmath.mpf(8) / 3))
shift_factor = 2 ** (-8 / 3) - 1
ring_fine, ring_tied, ring_shifted, predicted = [], [], [], []
for m in sizes2:
    N = 4 * m + 4
    fine, c = odd_orbital(m, 2048)
    slope = abs(np.sum(np.arange(1, m + 1, 2) * c)) / np.sqrt(np.pi)
    ring_fine.append(fine)
    ring_tied.append(odd_orbital(m, N)[0])
    ring_shifted.append(odd_orbital(m, N, 0.5)[0])
    # Two nodes per cell, at x = 0 and x = pi.
    predicted.append(-4 * C_LOCAL * zeta_node * slope ** (8 / 3)
                     * (L / N) ** (11 / 3))
ring_fine, ring_tied, ring_shifted, predicted = map(
    np.array, (ring_fine, ring_tied, ring_shifted, predicted))
assert np.all(np.diff(ring_fine) < 0)
assert np.all(np.diff(ring_tied) > 0)
assert np.all(np.diff(ring_shifted) < 0)
error_on = ring_tied - ring_fine
error_half = ring_shifted - ring_fine
assert np.all(error_on < 0) and np.all(error_half > 0)
# The law is the leading term in the grid step; corrections are of order h^2.
assert np.allclose(error_on[2:], predicted[2:], rtol=0.08, atol=0)
assert np.allclose(error_half[2:], shift_factor * predicted[2:], rtol=0.08, atol=0)
rng = np.random.default_rng(1)
for trial in range(5):
    other = odd_orbital(11, 48, start=rng.normal(size=6))[0]
    assert other > ring_tied[-1] - 1e-9

print("MODEL 2: C = %.1f, tied N = 4m+4" % C_LOCAL)
print("zeta(-8/3) = %.6f; half-step factor = %.4f" % (zeta_node, shift_factor))
print("m | energy/hartree: fixed N=2048, tied, tied+half step")
for i, m in enumerate(sizes2):
    print("%2d %12.8f %12.8f %12.8f"
          % (m, ring_fine[i], ring_tied[i], ring_shifted[i]))
print("m | node on grid, error/microhartree: computed, law")
for i, m in enumerate(sizes2):
    print("%2d %10.3f %10.3f" % (m, 1e6 * error_on[i], 1e6 * predicted[i]))

# ---------- Model 3: truncated augmentation charge ----------
F, V0, D_ION, Q_TOTAL = 2.0, 2.0, -1.0, 0.5
BETA_WIDTH, Q_WIDTH, REPULSION = 0.4, 0.05, 4.0


def even_map(m):
    U = np.zeros((2 * m + 1, m + 1))
    U[m, 0] = 1
    for k in range(1, m + 1):
        U[m + k, k] = U[m - k, k] = 1 / np.sqrt(2)
    return U


def projector(p):
    return ((np.pi * BETA_WIDTH**2) ** -0.25 * np.sqrt(2 * np.pi) * BETA_WIDTH
            * np.exp(-0.5 * (p * BETA_WIDTH) ** 2) / np.sqrt(L))


def augmentation(G):
    return Q_TOTAL / L * np.exp(-0.5 * (G * Q_WIDTH) ** 2)


def overlap(m):
    beta = even_map(m).T @ projector(np.arange(-m, m + 1))
    return np.eye(m + 1) + Q_TOTAL * np.outer(beta, beta)


def augmented(c_even, m, M, sharp=0.0):
    """Energy, Hamiltonian, density and projection; sharp: delta-well strength."""
    p, G = np.arange(-m, m + 1), np.arange(M + 1)
    U, beta = even_map(m), projector(p)
    c = U @ c_even
    b = beta @ c
    pair = np.where(G == 0, 1, 2)
    density = F * augmentation(G) * b**2
    density[:2 * m + 1] += F * np.correlate(c, c, "full")[2 * m:] / L
    w = np.zeros(M + 1)
    w[1:] = REPULSION / G[1:] ** 2
    external = np.full(M + 1, -sharp / L)
    external[1] -= V0 / 2
    energy = F * (0.5 * np.sum(p**2 * c**2) + D_ION * b**2) + L * np.sum(
        pair * (external * density + 0.5 * w * density**2))
    v = external + w * density
    strength = D_ION + L * np.sum(pair * v * augmentation(G))
    H = (np.diag(0.5 * p**2) + toeplitz(v[:2 * m + 1])
         + strength * np.outer(beta, beta))
    return energy, U.T @ H @ U, density, b


def solve(m, M, sharp=0.0):
    S, k = overlap(m), np.arange(m + 1)

    def energy_gradient(c):
        energy, H = augmented(c, m, M, sharp)[:2]
        return energy, 2 * F * (H @ c)

    energy, c = minimum(energy_gradient, S, np.exp(-0.5 * k**2),
                        1 / np.sqrt(1 + 0.5 * k**2))
    # The minimizer must be the lowest orbital of its own Hamiltonian.
    lowest = eigh(augmented(c, m, M, sharp)[1], S)[1][:, 0]
    assert abs(abs(lowest @ S @ c) - 1) < 1e-8
    return energy, c


M_FULL = 160
sizes3 = [2, 4, 6, 8, 10, 12, 14, 16]
aug_fixed = np.array([solve(m, M_FULL)[0] for m in sizes3])
aug_tied = np.array([solve(m, 2 * m)[0] for m in sizes3])
assert np.all(np.diff(aug_fixed) < 0)
assert np.all(np.diff(aug_tied[3:]) > 0)

# Independent real-space evaluation of the complete energy at m = 8.
full_energy, c_full = solve(8, M_FULL)
points = 800
x = -np.pi + L * np.arange(points) / points
h = L / points
psi = c_full[0] / np.sqrt(L) + sum(
    c_full[k] * np.sqrt(2 / L) * np.cos(k * x) for k in range(1, 9))
beta_x = (np.pi * BETA_WIDTH**2) ** -0.25 * np.exp(-0.5 * (x / BETA_WIDTH) ** 2)
b_x = h * np.sum(beta_x * psi)
Q_x = (Q_TOTAL * np.exp(-0.5 * (x / Q_WIDTH) ** 2)
       / (np.sqrt(2 * np.pi) * Q_WIDTH))
n_x = F * (psi**2 + Q_x * b_x**2)
separation = np.mod(x[:, None] - x[None, :], L)
green = separation**2 / 2 - np.pi * separation + np.pi**2 / 3
direct_energy = (F * 0.5 * np.sum(np.arange(9) ** 2 * c_full**2)
                 + F * D_ION * b_x**2 - V0 * h * np.sum(np.cos(x) * n_x)
                 + 0.5 * REPULSION / L * h**2 * (n_x @ green @ n_x))
assert abs(h * np.sum(n_x) - F) < 1e-8
# The kink of the repulsion limits the double quadrature to order h^2.
assert abs(direct_energy - full_energy) < 1e-4

# Same basis, larger density cutoff: rise, shell formula and two-sided bounds.
E_low, c_low = solve(8, 16)
E_high, c_high = solve(8, 24)
shift = E_high - E_low
upper = augmented(c_low, 8, 24)[0] - augmented(c_low, 8, 16)[0]
lower = augmented(c_high, 8, 24)[0] - augmented(c_high, 8, 16)[0]
assert 0 < lower <= shift + 1e-11 and shift <= upper + 1e-11
b_low = augmented(c_low, 8, 16)[3]
shell = np.arange(17, 25)
shell_sum = L * np.sum(REPULSION / shell**2
                       * (F * augmentation(shell) * b_low**2) ** 2)
assert abs(shell_sum - upper) < 1e-11
gain = solve(12, 24)[0] - E_high
assert gain < 0 < shift + gain

# A sharp attractive local potential reverses the sign of the shift.
sharp_cutoffs = [16, 24, 32]
sharp_energy = [solve(8, M, sharp=1.0)[0] for M in sharp_cutoffs]
assert np.all(np.diff(sharp_energy) < 0)

print("MODEL 3: f=%.0f, V0=%.1f, D=%.1f hartree, q=%.1f"
      % (F, V0, D_ION, Q_TOTAL))
print("widths beta %.2f, Q %.2f bohr; g=%.1f hartree/bohr"
      % (BETA_WIDTH, Q_WIDTH, REPULSION))
print("m, cutoff/hartree | energy/hartree: M=160, M=2m")
for i, m in enumerate(sizes3):
    print("%2d %6.1f %12.7f %12.7f" % (m, m**2 / 2, aug_fixed[i], aug_tied[i]))
print("real-space check, m=8, M=160: %.6f hartree" % direct_energy)
print("b^2 at m=8, M=16: %.5f" % b_low**2)
print("shift, m=8, M=16 to 24: %.4f millihartree" % (1e3 * shift))
print("lower, upper bound: %.4f, %.4f millihartree" % (1e3 * lower, 1e3 * upper))
print("basis gain, M=24, m=8 to 12: %.4f millihartree" % (1e3 * gain))
print("net change of this step: %.4f millihartree" % (1e3 * (shift + gain)))
rise = aug_tied[-1] - aug_tied[3]
print("tied rise, m=8 to 16: %.4f millihartree = %.2f meV"
      % (1e3 * rise, HARTREE_MEV * rise))
print("delta well 1 hartree bohr, m=8, M=16,24,32, hartree:")
print("%.5f %.5f %.5f" % tuple(sharp_energy))
print("tests ok")
```

Printed output:

```
MODEL 1: well depth 20.0 hartree, width 0.3 bohr
m | energy/hartree: exact, fixed N=11, tied N=2m+1
0    -2.39365    -2.41432   -20.00000
1    -6.46521    -6.56669   -19.66947
2    -9.40423    -9.72393   -19.03459
3   -11.27835   -12.08188   -18.14534
4   -12.38118   -14.05665   -17.08588
5   -12.99290   -15.99486   -15.99486
converged energy: -13.59444 hartree
MODEL 2: C = 0.5, tied N = 4m+4
zeta(-8/3) = 0.009128; half-step factor = -0.8425
m | energy/hartree: fixed N=2048, tied, tied+half step
 3   0.19478675   0.19467092   0.19488445
 5   0.19477881   0.19475319   0.19480041
 7   0.19477817   0.19476931   0.19478564
 9   0.19477807   0.19477417   0.19478136
11   0.19477805   0.19477605   0.19477973
m | node on grid, error/microhartree: computed, law
 3   -115.836   -113.872
 5    -25.623    -25.461
 7     -8.867     -8.839
 9     -3.902     -3.895
11     -1.997     -1.995
MODEL 3: f=2, V0=2.0, D=-1.0 hartree, q=0.5
widths beta 0.40, Q 0.05 bohr; g=4.0 hartree/bohr
m, cutoff/hartree | energy/hartree: M=160, M=2m
 2    2.0   -2.1026041   -2.1198518
 4    8.0   -2.1047936   -2.1108273
 6   18.0   -2.1048380   -2.1073582
 8   32.0   -2.1048437   -2.1059517
10   50.0   -2.1048466   -2.1053344
12   72.0   -2.1048475   -2.1050574
14   98.0   -2.1048478   -2.1049348
16  128.0   -2.1048479   -2.1048824
real-space check, m=8, M=160: -2.104819 hartree
b^2 at m=8, M=16: 0.43728
shift, m=8, M=16 to 24: 0.8981 millihartree
lower, upper bound: 0.8979, 0.8984 millihartree
basis gain, M=24, m=8 to 12: -0.0039 millihartree
net change of this step: 0.8943 millihartree
tied rise, m=8 to 16: 1.0693 millihartree = 29.10 meV
delta well 1 hartree bohr, m=8, M=16,24,32, hartree:
-5.65267 -6.57746 -7.15681
tests ok
```
